# Does One Mean Switching Time Set Nearly Every Memory Cell?

**Q:** I have a million identical oxide memory cells, all in the high-resistance state. At my pulse voltage the mean time to switch one to the low-resistance state is 25 µs. If I apply the voltage for 25 µs, nearly every cell should be switched, with perhaps a few stragglers. Is that right?

**A:** A mean does not tell you how many cells are late. For that we need the distribution of switching times. What do you know about how a cell switches?

**Q:** Thermal activation over a barrier. The voltage lowers the barrier, and then the cell waits for a sufficiently large thermal fluctuation.

**A:** Then let me state a model. The voltage is constant during the pulse. Every cell has the same switching rate $k$, cells switch independently, and a switched cell stays switched. The rate does not depend on how long a cell has already waited: this is what memoryless means. We can question each assumption later.

Let $S(t)$ be the probability that a cell is still unswitched at time $t$, with $S(0)=1$. To be unswitched at $t+dt$, it must be unswitched at $t$ and then escape switching during $dt$, which has probability $1-k\,dt$. Thus

$$S(t+dt)=S(t)(1-k\,dt),\qquad \frac{dS}{dt}=-kS.$$

Multiply the second equation by $e^{kt}$ and collect terms:

$$\frac{d}{dt}\left(Se^{kt}\right)=e^{kt}\left(\frac{dS}{dt}+kS\right)=0.$$

So $Se^{kt}$ keeps its initial value, 1, and $S(t)=e^{-kt}$.

**Q:** And the mean time is $1/k$?

**A:** Yes, but let us derive it, because your question depends on it. The probability of switching between $t$ and $t+dt$ is the loss of unswitched probability, $-(dS/dt)\,dt$. The mean switching time is therefore

$$\tau=\int_0^\infty t\left(-\frac{dS}{dt}\right)dt
=\left[-tS\right]_0^\infty+\int_0^\infty S\,dt.$$

The bracket vanishes at zero because of the factor $t$, and at infinity because the exponential falls faster than $t$ grows. The remaining integral is $\int_0^\infty e^{-kt}dt=1/k$. Hence $\tau=1/k$ and

$$S(t)=e^{-t/\tau},\qquad S(\tau)=e^{-1}\approx0.368.$$

Your pulse leaves about 37 percent of the cells unswitched. In an array of a million, that is about 368,000 cells.

**Q:** That is hardly a few stragglers. Could it be an unlucky array?

**A:** No. Let $N$ be the number of cells and $q=S(\tau)$. Each cell contributes 1 to the unswitched count with probability $q$, and 0 otherwise. Its contribution has mean $q$ and mean square $q$, so its variance is $q-q^2=q(1-q)$. Variances of independent contributions add, which gives a standard deviation

$$\sqrt{Nq(1-q)}=\sqrt{10^6\times0.368\times0.632}\approx 480\ \text{cells}.$$

The scatter is tiny compared with the 368,000 cells left.

**Q:** Where does my reasoning fail, then? The rate is $1/\tau$. Acting for a time $\tau$, it gives $k\tau=1$ switching event per cell.

**A:** It would give one event per cell on average if a cell could be switched again and again, with some cells receiving two or three events and others none. Here a cell can switch once. The switched fraction grows at the rate

$$\frac{d(1-S)}{dt}=kS,$$

which falls as unswitched cells run out. At early times $S\approx1$, so the switched fraction follows the straight line $t/\tau$. At $t=0.1\tau$ it is 9.5 percent, close to the line's 10 percent. Extending the line to $\tau$ predicts 100 percent, whereas the switched fraction there is 63 percent.

**Q:** But if more than a third of the cells are late, most are early. How can the mean still be $\tau$?

**A:** The late cells can be very late, while no cell can be early by more than $\tau$. The median shows the imbalance. Setting $e^{-t/\tau}=1/2$ gives $t=\tau\ln2=0.693\,\tau$, so half the cells have switched well before the mean.

We can also split the mean at $\tau$. Suppose a cell has survived for a time $t$. Its probability of surviving a further time $s$ is

$$\frac{S(t+s)}{S(t)}=\frac{e^{-(t+s)/\tau}}{e^{-t/\tau}}=e^{-s/\tau}=S(s).$$

That is the law for a fresh cell, so a survivor has mean remaining time $\tau$. Cells that miss the time $\tau$ therefore switch at $2\tau$ on average. If $m$ is the mean time of those that switch before $\tau$, then

$$\tau=(1-e^{-1})m+e^{-1}(2\tau),
\qquad m=\frac{1-2e^{-1}}{1-e^{-1}}\,\tau=\frac{e-2}{e-1}\,\tau .$$

This is less than $\tau/2$, because $2(e-2)<e-1$ is the same as $e<3$. It also warns about measurement. If you watch for a time $\tau$ and average over just the cells that switched, you get $m$, less than half the true mean.

**Q:** So a cell that has survived 25 µs is not nearly ready to switch?

**A:** In this model it is no readier than at the start. A second ideal pulse of width $\tau$ leaves another factor $e^{-1}$, and $n$ pulses leave $e^{-n}$. Two pulses leave $0.368^2$, or about 13.5 percent.

You can see this without the exponential formula. In a simulation of 200,000 cells, each unswitched cell was given a chance of 1/200 of switching in every time step. The fraction still unswitched at the sample's own mean time was 0.368. The survivors' mean remaining time was 0.996 of the original mean, and a second interval of that length left 0.365 of them. The small differences are of the size expected from finite sampling and finite steps.

**Q:** I accept the mathematics. Why should a real barrier crossing forget its past? Atoms have to move, and that takes time.

**A:** The motion over the barrier takes time, but it can be short compared with the wait. While waiting, the system jiggles about near the bottom of its well. If it loses track of its earlier position much faster than it escapes, its chance of escape soon ceases to depend on its age.

A simple diffusion model tests this. A strongly damped particle starts at the bottom of a well, against a reflecting wall. It must cross a smooth barrier of height $10\,k_BT$, and it counts as switched when it reaches the bottom on the far side. Its mean passage time and its survival probability both follow from the diffusion equation, without assuming an exponential. The fraction left at the mean time is 0.3679, equal to $e^{-1}$ to the digits shown. This one number is consistent with an exponential law but is a weak test of it. With no barrier at all, over a distance $L$ with diffusion constant $D$, the mean is $L^2/2D$ and the slowest mode $(4/\pi)e^{-\pi^2Dt/4L^2}$ leaves $(4/\pi)e^{-\pi^2/8}\approx0.371$ at the mean, although almost no particle can arrive at early times and the process is not memoryless. Early and late times discriminate much better than the mean.

Now keep the distance and the wall but replace the barrier by a uniform downhill slope with a total drop of $20\,k_BT$. The particle drifts to the end, and its position carries a memory of how long it has travelled. The fraction left at the new mean time is 0.439. Thus 37 percent follows from memoryless switching, but does not hold for every random process.

**Q:** Wait. The drift is more regular than the barrier crossing, yet it leaves more cells at the mean?

**A:** Yes. A narrow distribution puts the switching times close to the mean, on both sides of it. If the distribution is continuous and symmetric, half the cells are unswitched at the mean, however narrow it is. What narrowness buys you is a rapid finish after the mean.

Here is a case we can solve. Let switching need two successive memoryless steps, each with rate $2/\tau$. Each takes $\tau/2$ on average, so the total mean is still $\tau$. Let $P_0$ and $P_1$ be the probabilities that no step or one step has occurred. The first step gives $P_0=e^{-2t/\tau}$. The intermediate state is fed by the first step and emptied by the second:

$$\frac{dP_1}{dt}=\frac{2}{\tau}(P_0-P_1).$$

Multiplying by $e^{2t/\tau}$ and moving the $P_1$ term to the left gives

$$\frac{d}{dt}\left(P_1e^{2t/\tau}\right)=\frac{2}{\tau}P_0e^{2t/\tau}=\frac{2}{\tau},
\qquad P_1=\frac{2t}{\tau}e^{-2t/\tau},$$

where $P_1(0)=0$ fixed the constant. The cell is unswitched in either state, so

$$S_2(t)=\left(1+\frac{2t}{\tau}\right)e^{-2t/\tau},\qquad S_2(\tau)=3e^{-2}\approx0.406.$$

This exceeds the single-step value. At $2\tau$ the order has reversed: two steps leave $5e^{-4}$, about 9 percent, against 13.5 percent for one step.

**Q:** Let us return to my cells. Where might a mean of 25 µs come from?

**A:** Take a filamentary oxide cell whose conducting filament has been broken, leaving a gap $d=2$ nm. Apply $V=1.2$ V at $T=300$ K. The field is $F=V/d=0.6$ V/nm, or 6 MV/cm. Assume that the field lowers the barrier linearly:

$$k=\nu\exp\left[-\frac{E-pF}{k_BT}\right].$$

I take an attempt rate $\nu=10^{13}$ s$^{-1}$, a zero-field barrier $E=1.4$ eV and an effective dipole $p=1.5\,e\,$nm, where $e$ in this unit is the elementary charge. The lowering is $1.5\times0.6=0.9$ eV, which leaves 0.5 eV. With $k_BT=0.02585$ eV,

$$k=10^{13}\exp\left(-\frac{0.5}{0.02585}\right)\ \text{s}^{-1}
\approx3.98\times10^4\ \text{s}^{-1},$$

and $\tau=1/k\approx25.1$ µs. The remaining barrier is about $19\,k_BT$, higher than the one in the diffusion test, so the single-step waiting picture is reasonable within this model.

**Q:** How long must the pulse be to switch the whole array?

**A:** First choose what you mean by "whole". For an expected unswitched fraction $\varepsilon$, solve $e^{-t/\tau}=\varepsilon$ to get

$$t=\tau\ln\frac1\varepsilon.$$

For one cell left on average in a million, $\varepsilon=10^{-6}$ and $t=13.8\,\tau\approx347$ µs.

**Q:** And then the array is finished, give or take one cell?

**A:** It has no unswitched cells with a probability of just 37 percent. All $N$ independent cells must have switched, so

$$P_{\text{all}}=\left(1-e^{-t/\tau}\right)^N=\left(1-\frac1N\right)^N .$$

Its logarithm is $N\ln(1-1/N)$, which tends to $-1$ for large $N$ because $\ln(1-x)\approx-x$ for small $x$. The number $e^{-1}$ has returned with another meaning: it is now the chance that an array has no late cell when one is expected on average.

For a 99 percent chance of completing the array, set $P_{\text{all}}=0.99$. Then

$$e^{-t/\tau}=1-0.99^{1/N}\approx\frac{-\ln0.99}{N}\approx1.005\times10^{-8},$$

and $t=18.4\,\tau\approx462$ µs. These widths hold for identical, independent, memoryless cells at a constant, known rate.

**Q:** My cells are nominally identical. Suppose their barriers differ slightly.

**A:** Let the barriers have a Gaussian spread with standard deviation $\sigma=25$ meV, about one $k_BT$. Call the mean time of a cell with the central barrier $\tau_0=25.1$ µs, and write a cell's barrier shift as $\sigma z$, where $z$ is a standard normal variable. Its own mean time is $\tau_0e^{az}$, with $a=\sigma/k_BT\approx0.967$. The population mean is

$$\bar\tau=\tau_0\int_{-\infty}^{\infty}\frac{e^{-z^2/2+az}}{\sqrt{2\pi}}\,dz
=\tau_0e^{a^2/2}\approx1.60\,\tau_0 .$$

The integral follows from $-z^2/2+az=-(z-a)^2/2+a^2/2$; the shifted Gaussian integrates to one.

The unswitched fraction is now an average of different exponentials. At $t=\bar\tau$ it is 26 percent.

**Q:** Fewer than before! So the spread helps me?

**A:** No. The slow cells have pulled the population mean up to $1.60\,\tau_0$, so you are using a longer pulse. After that same pulse, identical cells with the central barrier would have only $e^{-1.60}$, about 20 percent, left. The slow cells also dominate the late tail. At the 462 µs width chosen above, the fraction left is 0.56 percent, about 5,600 cells in a million. Without the spread it was $10^{-8}$.

The population has also acquired a kind of memory, although each cell has none. Let angle brackets denote an average over the cells that remain at time $t$, so each rate $k_i$ is weighted by $e^{-k_it}$. The population's switching rate per remaining cell is

$$h=\frac{\sum_i k_ie^{-k_it}}{\sum_i e^{-k_it}}=\langle k\rangle .$$

Differentiating the quotient gives

$$\frac{dh}{dt}=-\frac{\sum_i k_i^2e^{-k_it}}{\sum_i e^{-k_it}}
+\left(\frac{\sum_i k_ie^{-k_it}}{\sum_i e^{-k_it}}\right)^2
=-\left(\langle k^2\rangle-\langle k\rangle^2\right)\le0 .$$

The last bracket is a variance. Fast cells leave first, and the remaining population switches ever more slowly. A survivor has not aged; its survival is evidence that it may be a slow cell.

**Q:** What if the cells are identical but my voltage is slightly wrong?

**A:** Then each cell still follows an exponential, but with a different $\tau$. Keep the pulse at 25.1 µs and the temperature at 300 K. A voltage 10 mV too low raises the barrier by $1.5\times0.010/2=0.0075$ eV. The rate is multiplied by $\exp(-0.0075/0.02585)\approx0.75$, and the fraction left becomes $e^{-0.75}\approx0.47$. With 10 mV too much it is 0.26.

To change the rate tenfold, the voltage change $\Delta V$ must satisfy $p\,\Delta V/(d\,k_BT)=\ln10$. Thus $\Delta V=k_BT\ln10\,(d/p)\approx79$ mV in this model.

**Q:** My pulse also takes time to rise, and the cell leaks current.

**A:** For a changing rate, the equation $dS/dt=-kS$ becomes $dS/dt=-k(t)S$. Dividing by $S$ and integrating gives

$$S(t)=\exp\left[-\int_0^t k(t')\,dt'\right].$$

Suppose the first 1 µs of the 25.1 µs pulse is a linear voltage rise. The rate is so sensitive to voltage that most of this microsecond is lost, and the fraction left becomes 0.38 instead of 0.37.

For heating, assume a leakage current of 1 µA before switching and a thermal resistance of $10^6$ K/W. The power is 1.2 µW and the temperature rise 1.2 K. If that rise is present throughout the pulse, the fraction left is 0.34. The current may include tunnelling; here we count its heat.

**Q:** And if the whole chip runs hot?

**A:** At 358 K and the same voltage, $\tau$ falls to 1.09 µs. The old 25.1 µs pulse is then about 23 mean times long, and the unswitched fraction is negligible for identical cells. But a pulse equal to the *new* mean again leaves 37 percent. For identical cells, temperature changes the clock and not the fraction left after one mean time. With a spread of barriers the fraction left at the population mean does change, because $a=\sigma/k_BT$ depends on temperature.

**Q:** Could switched cells go back during the pulse, or could the surrounding oxide fail?

**A:** If the two wells have equal depth at zero field and the field raises the reverse barrier by the same 0.9 eV, the reverse rate is about $6\times10^{-31}$ of the forward rate. Return is negligible under those conditions.

For the oxide, consider an intact layer 5 nm thick beside the filament. As a crude estimate, let any of $10^4$ sites fail by a single activated event with the same barrier, dipole and attempt rate. The chance of failure in one 25.1 µs pulse is about $8\times10^{-6}$ per cell. That cannot alter the 37 percent noticeably, but it means about eight cells in a million, and it grows in proportion to the pulse width: at 462 µs it is 18.4 times larger, about 156 cells. Take these numbers as an illustration only. The same $10^4$ sites would give an event at zero voltage $10^4$ times sooner than the single-site retention time found below, in about 38 days, so real intact oxide must have a higher barrier, fewer weak sites, or need more than one event to fail.

**Q:** How much of this should I believe for a real device?

**A:** The parameters are rough, round values for a filamentary oxide cell, not a fit to a particular one. A gap of a few nanometres and a pulse near one volt are reasonable for the class. The field of 6 MV/cm is high, comparable with fields at which good oxide films break down, and the effective dipole is large for a 2 nm gap. It is best read as a fitting parameter that includes local field enhancement. The linear law is also stretched, since it removes 0.9 of the 1.4 eV; a smooth barrier such as a cosine, tilted this far, is lowered less than linearly, so the 25 µs and the 79 mV per decade belong to the linear model. Real filaments differ between cells and are rebuilt in each cycle, so the assumption of identical cells is the one I would distrust first. In our example, a modest 25 meV spread moved the fraction left at the population mean from 37 to 26 percent, and raised the fraction left at 462 µs by a factor of more than $10^5$. A real design therefore needs the measured distribution, especially its slow tail.

**Q:** Does the same reasoning apply to retention? With no voltage I want the cells *not* to switch.

**A:** At early times it does, with the roles reversed. If the wells have equal depth at zero field, return is as fast as escape, so the one-way law holds only while few cells have changed. In real cells the loss of the switched state, by dissolution of the filament, is often the larger concern, and these parameters do not describe it. At zero voltage and 300 K, the model's mean time for an unswitched cell to switch by itself is about 1,050 years. That does not make every cell safe for 1,050 years. After ten years the early-time line gives a lost fraction of $10/1050$, about 1 percent, or roughly 10,000 cells in a million, for identical cells; the 25 meV spread raises the mean rate by $e^{a^2/2}\approx1.6$ and the loss to about 1.5 percent. At 358 K the mean is 59 days, too short for long-term storage at that temperature, so these parameters would not suit such a use.

**Q:** So for writing I should ask for an allowed number of late cells, and for storage an allowed number of early ones.

**A:** Yes, and then work from the distribution to the time. If you can read each cell after a pulse, you can also repeat the pulse on those that failed. For the identical cells of our model, 14 pulses of width $\tau$ leave fewer than one unswitched cell per million on average, since $14>13.8$. With the 25 meV spread of barriers, the survivors are increasingly the slow ones, and that pulse count is far from sufficient. The numerical output below gives most of the values used here; the others follow from the formulas above.

## Calculated quantities

```
Simulated fraction left at the mean time: 0.3682
Formula: fraction left at the mean time: 0.3679
Simulated remaining mean / original mean: 0.9961
Simulated fraction of survivors left by second pulse: 0.365
Simulated median / mean: 0.6962
Formula: median / mean: 0.6931
Diffusion, 10 kT barrier: fraction left at mean: 0.3679
Diffusion, 20 kT downhill: fraction left at mean: 0.4388
Two equal steps: fraction left at mean: 0.406
100-cell arrays complete at tau ln(100), simulated: 0.3585
100-cell arrays complete at tau ln(100), formula: 0.366
Gap: 2 nm
Pulse voltage: 1.2 V
Field: 6 MV/cm
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Attempt rate: 1e+13 1/s
Zero-field barrier: 1.4 eV
Effective dipole: 1.5 e nm
Barrier lowering: 0.9 eV
Barrier during pulse: 0.5 eV
Switching rate: 3.984e+04 1/s
Mean switching time tau: 25.1 us
Median switching time: 17.4 us
Voltage change per decade of time: 79.37 mV
Switched after 0.1 tau: 9.516 percent
Switched after tau: 63.21 percent
Array size: 1000000 cells
Expected cells left after tau: 367879 cells
Standard deviation of that count: 482 cells
Width leaving one cell on average: 346.7 us
That width / tau: 13.82
Chance array is complete at that width: 0.3679
Width for 99 percent chance of complete array: 462.2 us
That 99 percent width / tau: 18.42
Barrier spread, standard deviation: 25 meV
Spread: population mean time / typical tau: 1.596
Spread: fraction left at population mean: 0.2634
Spread: fraction left at the 99 percent width: 0.005649
No spread: fraction left at the 99 percent width: 1.005e-08
Fraction left at tau, voltage 10 mV low: 0.4732
Fraction left at tau, voltage 10 mV high: 0.2627
Voltage rise time: 1 us
Fraction left at tau with this rise: 0.3824
Assumed leakage current: 1 uA
Assumed thermal resistance: 1e+06 K/W
Leakage heating: 1.2 K
Fraction left at tau with heating: 0.3396
Mean switching time at 358 K: 1.093 us
Reverse rate / forward rate: 5.772e-31
Intact oxide thickness: 5 nm
Assumed number of oxide sites: 1e+04
Oxide breakdown chance in one pulse of width tau: 8.48e-06
Zero-voltage mean retention at 300 K: 1047 years
Zero-voltage mean retention at 358 K: 59.17 days
```
